# LSD Self-Interaction Error on Exact Hydrogen Orbital Densities

## The exercise

One electron does not repel itself. An approximate exchange-correlation functional may nevertheless leave part of the Hartree energy uncancelled, or cancel too much of it. Take the exact hydrogen densities of 1s, 2s, 2p$_z$ and 3s, each with its electron fully spin-polarized.

(a) Show that the exact functional obeys $E_{xc}[n]=-E_H[n]$ for each of them, nodes included.

(b) Compute $E_H$ for the four densities.

(c) Compute the exchange and correlation energies of the local spin density approximation (LSD), and from them the error
$$D=E_H+E_x^{\rm LSD}+E_c^{\rm LSD}.$$

(d) Does $D$ change sign when nodes appear? Does it grow, and in what measure?

**Conventions.** Gaussian units are used, with $a=\hbar^2/(me^2)$ and energies in $e^2/a$ (hartree). The nucleus is fixed and relativity is neglected. In integrals, $r$ and $s$ are lengths in units of $a$. The densities are not relaxed in the LSD potential, so $D$ is the error of the functional on a given density.

## Hints

1. In (a), write the universal functional as a constrained search over wavefunctions, and ask what the electron-electron operator does when $N=1$.
2. In (b), write the density as $R^2(r)\,g(x)/4\pi$ with $x=\cos\theta$, and expand $g$ in Legendre polynomials. The charge inside radius $r$ does most of the work.
3. In (c), a fully polarized gas has one electron per $\mathbf k$ state, so $k_F=(6\pi^2n)^{1/3}$.
4. In (d), look at $E_H+E_x$ and $E_c$ separately, and compare each with $E_H$.

## Solution

### (a) The exact condition

The universal functional is $F[n]=\min_{\Psi\to n}\langle\Psi|\hat T+\hat V_{ee}|\Psi\rangle$. For one electron $\hat V_{ee}$ vanishes, so $F[n]$ is the minimum of $\langle\hat T\rangle$ over one-electron wavefunctions with density $n$. The non-interacting kinetic energy $T_s[n]$ is the same minimum over the same set. Since $E_{xc}$ is defined by $F=T_s+E_H+E_{xc}$,
$$E_{xc}[n]=-E_H[n].$$
The argument nowhere requires $n$ to be a ground-state density, so it covers noded densities.

The two parts are also fixed separately. Exchange is $\langle\Phi|\hat V_{ee}|\Phi\rangle-E_H$ in the Kohn-Sham state $\Phi$, which is $-E_H$ here. Hence $E_c=0$, and every bit of LSD correlation energy found below is spurious.

### (b) Hartree energies

The squared radial functions, in units of $a^{-3}$, are
$$R_{1s}^2=4e^{-2r},\quad R_{2s}^2=\tfrac18(2-r)^2e^{-r},\quad R_{2p}^2=\tfrac1{24}r^2e^{-r},$$
$$R_{3s}^2=\tfrac{4}{19683}(27-18r+2r^2)^2e^{-2r/3}.$$
Write $g=1+qP_2(x)$ with $P_2=(3x^2-1)/2$. Then $q=0$ for s states, and $q=2$ for 2p$_z$, where $g=3x^2$.

Expand $1/|\mathbf r-\mathbf r'|=\sum_l (r_<^l/r_>^{l+1})P_l(\cos\gamma)$, where $\gamma$ is the angle between $\mathbf r$ and $\mathbf r'$. The addition theorem gives $\int d\Omega'\,P_l(\cos\gamma)P_l(x')=\frac{4\pi}{2l+1}P_l(x)$, and the second angular integral, $\int d\Omega\,P_l^2=\frac{4\pi}{2l+1}$, supplies the same factor again. The $(4\pi)^2$ cancels that of the two densities. The radial integrand is symmetric, so restricting it to $s<r$ and doubling removes the $\frac12$ of the Hartree energy:
$$E_H=\frac{e^2}{a}\left[\int_0^\infty\! R^2r\,Q(r)\,dr+\frac{q^2}{25}\int_0^\infty\!\frac{R^2}{r}\int_0^r\! R^2s^4\,ds\,dr\right],\quad Q(r)=\int_0^r\! R^2s^2ds.$$

To find $Q$, write it as $1-e^{-\alpha r}p(r)$ with $p$ a polynomial, and match $Q'=R^2r^2$. The remaining integrals are $\int_0^\infty r^ke^{-\beta r}dr=k!/\beta^{k+1}$.

**1s.** $Q=1-(1+2r+2r^2)e^{-2r}$, so
$$E_H=4\left[\tfrac14-\left(\tfrac1{16}+\tfrac{4}{64}+\tfrac{12}{256}\right)\right]=\tfrac5{16}.$$

**2s.** $Q=1-(1+r+\frac{r^2}2+\frac{r^4}8)e^{-r}$. The 1 in $Q$ contributes $\frac18(4-8+6)=\frac14$. The rest subtracts
$$\tfrac18\int_0^\infty\left(4r-r^3-r^4+r^5-\tfrac{r^6}2+\tfrac{r^7}8\right)e^{-2r}dr=\tfrac18\cdot\tfrac{179}{128}.$$
Hence $E_H=\frac14-\frac{179}{1024}=\frac{77}{1024}$.

**2p.** $Q=1-e^{-r}\sum_{j=0}^4r^j/j!$. The monopole part is
$$\tfrac14-\tfrac1{24}\left(\tfrac38+\tfrac34+\tfrac{15}{16}+\tfrac{15}{16}+\tfrac{105}{128}\right)=\tfrac{93}{1024}.$$
In the quadrupole part, $\int_0^rs^6e^{-s}ds=720\,[1-e^{-r}\sum_{j=0}^6r^j/j!]$, which gives
$$\frac{q^2}{25}\cdot\frac{720}{24^2}\left[1-\sum_{j=0}^6\frac{j+1}{2^{j+2}}\right]=\frac{q^2}{25}\cdot\frac54\cdot\frac{9}{256}=\frac{9q^2}{5120}.$$
With $q=2$, $E_H=\frac{465+36}{5120}=\frac{501}{5120}$.

**3s.** Put $y=2r/3$. Then $R^2r^2dr=\frac1{72}(36y^2-72y^3+48y^4-12y^5+y^6)e^{-y}dy$ and
$$Q=1-\tfrac1{72}(72+72y+36y^2+18y^4-6y^5+y^6)e^{-y}.$$
Since $1/r=2/(3y)$, the 1 in $Q$ contributes $\frac23\cdot\frac{12}{72}=\frac19$. The rest subtracts $\frac23\cdot\frac1{72^2}$ times the integral of $e^{-2y}$ with the polynomial
$$2592y-2592y^2-432y^3+1584y^5-1872y^6+1368y^7-576y^8+138y^9-18y^{10}+y^{11}.$$
That integral is $9693/16$, so $E_H=\frac19-\frac{9693}{124416}=\frac{17}{512}$.

### (c) LSD exchange and correlation

**Exchange per electron.** In the polarized uniform gas the one-particle density matrix at separation $u$ is $n\,3j_1(z)/z$ with $z=k_Fu$. The exchange hole is therefore $-n\,[3j_1(z)/z]^2$, and
$$\varepsilon_x=-\frac{e^2n}2\int\frac{9j_1^2(z)}{z^2}\frac{d^3u}{u}=-\frac{18\pi e^2n}{k_F^2}\int_0^\infty\frac{j_1^2}{z}dz.$$
From $j_0'=-j_1$ and $j_1'=j_0-2j_1/z$ follows $(j_0^2+j_1^2)'=-4j_1^2/z$. Since $j_0(0)=1$, $j_1(0)=0$ and both vanish at infinity, the last integral is $\frac14$. Inserting $n=k_F^3/6\pi^2$ gives $\varepsilon_x=-3e^2k_F/4\pi$. With $k_F=(6\pi^2n)^{1/3}$, the local approximation is
$$E_x^{\rm LSD}=-Ce^2\int n^{4/3}d^3r,\qquad C=\tfrac34\left(\tfrac6\pi\right)^{1/3}=0.9305.$$

**Exchange energies.** For 1s, $n=e^{-2r}/\pi$, so
$$\int n^{4/3}d^3r=\frac{4\pi}{\pi^{4/3}}\cdot\frac{2}{(8/3)^3}=\frac{27}{64}\pi^{-1/3},\qquad E_x=-0.2680\,\frac{e^2}{a}.$$
For 2p$_z$, $n=r^2x^2e^{-r}/32\pi$. The angular integral is $2\pi\int_{-1}^1|x|^{8/3}dx=12\pi/11$, and the radial one is $\int_0^\infty r^{14/3}e^{-4r/3}dr$. Hence
$$E_x=-C\,\frac{e^2}{a}\,(32\pi)^{-4/3}\,\frac{12\pi}{11}\,\Gamma\!\left(\tfrac{17}3\right)\left(\tfrac34\right)^{17/3}=-0.0918\,\frac{e^2}{a}.$$
For 2s and 3s, $E_x=-C(e^2/a)(4\pi)^{-1/3}\int_0^\infty|R|^{8/3}r^2dr$. This is done numerically, with the range split at the nodes: $r=2$ for 2s, and $r=1.902$ and $7.098$ for 3s.

**Correlation.** I use the Perdew-Wang parametrization at full polarization, with $r_s=(3/4\pi n)^{1/3}/a$:
$$\varepsilon_c=-2A\frac{e^2}{a}(1+\alpha_1r_s)\ln\left[1+\frac1{2A(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2)}\right].$$
Here $A=0.01554535$, $\alpha_1=0.20548$, and $\beta_1,\dots,\beta_4=14.1189,\ 6.1977,\ 3.3662,\ 0.62517$. These constants are an input, fitted to the uniform gas, and are not derived here. The Perdew-Zunger fit, or the Vosko-Wilk-Nusair fit to the Monte Carlo energies (VWN5), moves $D$ for the four states by up to $0.00014$ hartree and changes none of their signs; it moves the $D$ values tabulated in the two variations by up to $0.00004$ hartree. The Vosko-Wilk-Nusair fit to RPA energies is a different functional: it lowers $D$ by up to $0.018$ hartree, though the four signs survive. Then $E_c^{\rm LSD}=\int n\,\varepsilon_c\,d^3r$ by quadrature.

**Results**, in hartree:

| State | $E_H$ | $E_x$ | $E_c$ | $D$ |
|---|---|---|---|---|
| 1s | 0.31250 | −0.26804 | −0.02218 | +0.02228 |
| 2s | 0.07520 | −0.06863 | −0.01124 | −0.00467 |
| 2p$_z$ | 0.09785 | −0.09175 | −0.01323 | −0.00713 |
| 3s | 0.03320 | −0.03118 | −0.00695 | −0.00493 |

For example, for 2s, $0.07520-0.06863-0.01124=-0.00467$. In electronvolts the four errors are $+0.606$, $-0.127$, $-0.194$ and $-0.134$.

### (d) Sign and size

The error does change sign. For 1s the LSD energy is too high at this density, because part of the self-repulsion survives. For the three noded densities it is too low, because LSD removes more than the whole self-repulsion.

Whether the error grows depends on the measure. In hartree it does not: $|D|$ is largest for 1s, and the noded states have errors between about a fifth and a third of that. Relative to $E_H$, the errors are $+7.1\%$, $-6.2\%$, $-7.3\%$ and $-14.8\%$ in the order of the table. The first three are similar in magnitude, and 3s has about twice their size. So the claim that the error grows with nodes holds in the relative measure from 2s to 3s, but not from 1s to 2s.

The separate contributions, as percentages of $E_H$, show how this comes about:

| State | $(E_H+E_x)/E_H$ | $E_c/E_H$ |
|---|---|---|
| 1s | +14.2 | −7.1 |
| 2s | +8.7 | −14.9 |
| 2p$_z$ | +6.2 | −13.5 |
| 3s | +6.1 | −20.9 |

Exchange alone never changes the sign in this set: it falls short of cancelling $E_H$ in all four states. The shortfall is relatively smaller in the noded states. The spurious correlation is relatively larger there, and it exceeds the shortfall.

Correlation gains weight because the outer orbitals are dilute. Define an effective $r_s$ as $1/\langle1/r_s\rangle$, averaged over the density. It rises from 2.2 for 1s to 18.5 for 3s. Over the same step $E_H$ falls by a factor of 9.4, but $|E_c|$ by only 3.2.

Diluteness and nodes thus arrive together in hydrogen, and the table cannot say how much each contributes. The first variation compares them.

## Variation 1: dilution without nodes

**Question.** Compress or dilute a density uniformly, $n_Z(\mathbf r)=Z^3n(Z\mathbf r)$. How does $D$ change, and can a nodeless 1s density acquire a negative error?

**Solution.** Substitute $\mathbf r'=Z\mathbf r$. In $E_H$ the two factors $n\,d^3r$ are unchanged and $1/|\mathbf r_1-\mathbf r_2|$ gains a factor $Z$. In exchange, $n^{4/3}d^3r$ gains $Z^4/Z^3=Z$. Both energies are linear in $Z$, so
$$D(Z)=Z\,(E_H+E_x)+E_c[n_Z].$$
Correlation is not linear. As $r_s\to0$ the logarithm in $\varepsilon_c$ tends to $-\frac12\ln r_s$ plus a constant, so $\varepsilon_c\to A\ln r_s$ plus a constant, in hartree. Compression divides $r_s$ by $Z$, and in this limit each factor $e$ in $Z$ lowers $E_c$ by only $A=0.0155$ hartree. At moderate $Z$ the slope $dE_c/d\ln Z$ is weaker still: at $Z=1$ it is $-0.0098$ hartree for 1s and $-0.0045$ for 3s. Since $E_H+E_x>0$ for all four states, the linear term wins at high density and $D$ becomes positive.

The sign changes at $Z^*=0.243$ for 1s, $3.06$ for 2s, $4.34$ for 2p$_z$ and $13.5$ for 3s. These values move by about 1% with the correlation fit: Perdew-Zunger gives $0.244$, $3.09$, $4.38$ and $13.6$. The error was checked to be negative at $Z^*/2$ and positive at $2Z^*$. A sufficiently diluted 1s density therefore has a negative error without any node, and the 2s, 2p$_z$ and 3s densities, sufficiently compressed, have a positive one. This needs $E_H+E_x>0$, which not every noded density satisfies: for 3p$_z$, $E_H+E_x$ is $-1.0\%$ of $E_H$, so $D$ is negative at every $Z$. The signs found in (d) belong to $Z=1$.

To compare shapes at equal Hartree energy, scale 1s by $Z=E_H/E_H(1s)$, with $E_H$ that of the noded state. The errors, in hartree, are:

| Noded state | $Z$ of 1s | $D$, scaled 1s | $D$, noded |
|---|---|---|---|
| 2s | 0.241 | −0.00004 | −0.00467 |
| 2p$_z$ | 0.313 | +0.00145 | −0.00713 |
| 3s | 0.106 | −0.00175 | −0.00493 |

Dilution to the Hartree energy of 2s brings the 1s error almost to zero. The remaining difference, $-0.0046$, comes from the shape of the density. Most of it is exchange: the ratio $-E_x/E_H$ is 0.858 for 1s at any $Z$ and 0.913 for 2s, and $(0.858-0.913)\times0.0752=-0.0041$. "Shape" here means the whole radial distribution, of which the node is one feature, so this comparison does not isolate the node itself.

## Variation 2: which 2p density?

**Question.** Repeat the calculation for a 2p orbital with $m=\pm1$ and for the spherical average of the 2p densities. Does $D$ depend on the choice?

**Solution.** The radial function is the same for all. For $m=\pm1$, $g=\frac32(1-x^2)=1-P_2$, so $q=-1$; for the average, $q=0$. The result of (b), $\frac{93}{1024}+\frac{9q^2}{5120}$, gives $E_H=\frac{237}{2560}$ and $\frac{93}{1024}$. The condition in (a) applies to the average as well, since $\sqrt n\propto re^{-r/2}$ is a valid one-electron wavefunction with that density.

The exchange energy is that of the average times
$$G=\tfrac12\int_{-1}^1g^{4/3}dx\ \ge\ 1.$$
The inequality holds because $g^{4/3}$ is convex in $g$ and $g$ has mean 1. For 2p$_z$, $G=\frac12\,3^{4/3}\cdot\frac6{11}=1.180$, while $E_H$ rises only by the factor $501/465=1.077$. For $m=\pm1$ the computed exchange energies give $G=1.051$, while $E_H$ rises by $474/465=1.019$. For these two 2p densities the angular structure thus strengthens LSD exchange more than it raises the Hartree energy. The results, in hartree, are:

| Density | $E_H+E_x$ | $E_c$ | $D$ |
|---|---|---|---|
| 2p$_z$ | +0.00610 | −0.01323 | −0.00713 |
| 2p, $m=\pm1$ | +0.01089 | −0.01246 | −0.00157 |
| 2p average | +0.01307 | −0.01215 | +0.00092 |

The zero of the density shrinks from a plane to a line to a point down this table, and $D$ rises until it changes sign. With the radial function held fixed, the change is due to angular structure, and it does not need an angular node. For $-1<q<2$ the factor $g=1+qP_2$ is positive in every direction, yet $D=-0.0009$ hartree at $q=1$ and $-0.0062$ at $q=1.9$, close to the 2p$_z$ value at $q=2$.

The orbitals 2p$_z$ and 2p with $m=\pm1$ have the same exact energy in hydrogen, yet their LSD errors differ by $0.151$ eV. If the kinetic energy is taken from the orbitals, $\frac18$ hartree for both, LSD evaluated on these unrelaxed orbitals splits this degeneracy by that amount; relaxing both orbitals self-consistently changes the splitting to $0.154$ eV. The $T_s[n]$ of (a) is a different quantity for $m=\pm1$. The real function $\sqrt n$ lacks the phase $e^{\pm i\varphi}$, whose kinetic energy is $\frac12\langle1/(r^2\sin^2\theta)\rangle=\frac12\cdot\frac1{12}\cdot\frac32=\frac1{16}$ hartree, so $T_s=\frac1{16}$ hartree for that density. This does not affect $D$. An LSD self-interaction error for "the 2p state" is therefore defined only once the density is specified.

The numerical check confirms the Hartree energies by an independent Fourier-space calculation and the LSD energies with a separate implementation of the functional.

## Computed values

```
Bohr radius = 0.529177 angstrom
hartree = 27.211386 eV
exchange prefactor (3/4)(6/pi)^(1/3) = 0.930526
2s node radius (bohr): 2.0000
3s node radii (bohr): 1.9019, 7.0981
2p_m1: m=+1 or -1; 2p_avg: spherical average of 2p
Energies in hartree: state, E_H exact, E_H, E_x, E_c
1s           5/16 0.312500 -0.268037 -0.022184
2s        77/1024 0.075195 -0.068628 -0.011237
2p_z     501/5120 0.097852 -0.091751 -0.013227
3s         17/512 0.033203 -0.031180 -0.006950
2p_m1    237/2560 0.092578 -0.081688 -0.012462
2p_avg    93/1024 0.090820 -0.077753 -0.012152
LSD error: state, E_H+E_x (hartree), D (hartree), D (eV), D/E_H (%)
1s      +0.044463 +0.022278 +0.6062 +7.13
2s      +0.006567 -0.004669 -0.1271 -6.21
2p_z    +0.006101 -0.007126 -0.1939 -7.28
3s      +0.002023 -0.004927 -0.1341 -14.84
2p_m1   +0.010890 -0.001572 -0.0428 -1.70
2p_avg  +0.013067 +0.000915 +0.0249 +1.01
State, -E_x/E_H, effective r_s = 1/<1/r_s> (bohr)
1s      0.8577 2.154
2s      0.9127 8.411
2p_z    0.9376 6.292
3s      0.9391 18.514
2p_m1   0.8824 7.067
2p_avg  0.8561 7.424
Compression Z* at which D changes sign (dimensionless)
1s      0.2428
2s      3.0565
2p_z    4.3449
3s      13.4609
1s matched in E_H: state, Z of 1s, D of 1s, D of state (hartree)
2s      0.24063 -0.000041 -0.004669
2p_z    0.31312 +0.001454 -0.007126
3s      0.10625 -0.001746 -0.004927
3s at Z=2: direct D = -0.006635 hartree
3s at Z=2: scaling-law D = -0.006635 hartree
E_c change per factor e in Z, dense 1s = -0.015545 hartree
```
